\section*{Fitting the squared g tensor of a Pb1 centre from rotation planes}

\section{The decision: diagonalize or remount}

An angular scan of an electron spin resonance line gives resonance fields for one plane of sample rotation. Before the data are turned into principal $g$ values and compared with a defect model, one must decide whether the fitted tensor may be diagonalized or whether the sample must first be remounted for another plane. When a single site is followed, the rank of the fit decides. One plane fixes three of six unknowns, two distinct planes fix five, and three distinct planes fix all six. A smooth fit to one plane does not show that three unknowns are missing.

The scheme applies to a centre with spin $S=1/2$ and no hyperfine term. Line positions must be resolved, field directions known in the crystal frame, and the same symmetry-related site followed in every plane. The example is a low-symmetry $P_{b1}$ centre, a silicon dangling bond at the (001) Si/SiO$_2$ interface. The axes $x,y,z$ are cubic and $z$ is the interface normal.

\section{From resonance field to a linear equation}

In atomic units $\hbar=1$ and the Bohr magneton is $1/2$. For a field $\mathbf B=B\mathbf n$, with $\mathbf n$ a unit vector,
\begin{equation}
H=\tfrac12\,\mathbf B^{T}g\,\mathbf S=\tfrac12 B\,\mathbf b\cdot\mathbf S,
\qquad \mathbf b=g^{T}\mathbf n .
\end{equation}
The real matrix $g$ need not be symmetric. With $\mathbf S=\boldsymbol\sigma/2$ and $\sigma_i\sigma_j+\sigma_j\sigma_i=2\delta_{ij}$,
\begin{equation}
(\mathbf b\cdot\mathbf S)^2=\tfrac14\sum_{ij}b_ib_j\sigma_i\sigma_j
=\tfrac14|\mathbf b|^2 .
\end{equation}
Since $\mathbf b\cdot\mathbf S$ is traceless, its eigenvalues are $\pm|\mathbf b|/2$. The levels of $H$ are $\pm B|\mathbf b|/4$, so resonance with a photon of energy $\omega$ requires $\omega=B|\mathbf b|/2$. Therefore
\begin{equation}
y\equiv\left(\frac{2\omega}{B}\right)^2=|\mathbf b|^2
=\mathbf n^{T}G\,\mathbf n,\qquad G=g\,g^{T}.
\label{eq:y}
\end{equation}
In laboratory units $y=[E/(\mu_BB)]^2$, with photon energy $E$ and Bohr magneton $\mu_B$. The order of the factors in $G$ follows from writing the field to the left of $g$ and the spin to its right.

The data determine $G$ and not $g$. If $Q$ is a rotation, $(gQ)(gQ)^T=gQQ^Tg^T=G$, so $g$ and $gQ$ give the same fields. The square roots of the eigenvalues of $G$ are the principal magnitudes $|g_i|$, and its eigenvectors are the principal axes for the field direction.

Equation (\ref{eq:y}) is linear in the components of $G$:
\begin{align}
y&=\mathbf a(\mathbf n)\cdot\mathbf p,\\
\mathbf p&=(G_{xx},G_{yy},G_{zz},G_{yz},G_{zx},G_{xy}),\\
\mathbf a&=(n_x^2,n_y^2,n_z^2,2n_yn_z,2n_zn_x,2n_xn_y).
\end{align}
The factors of two arise because each off-diagonal component occurs twice in $\mathbf n^TG\mathbf n$. This linearity is the reason for fitting the squared $g$ value.

\section{What each plane determines}

Let orthonormal vectors $\mathbf u,\mathbf v$ span the plane, and let $\mathbf n=\mathbf u\cos\theta+\mathbf v\sin\theta$. Then
\begin{equation}
y=G_{uu}\cos^2\theta+G_{vv}\sin^2\theta+2G_{uv}\sin\theta\cos\theta ,
\end{equation}
where $G_{uv}=\mathbf u^TG\mathbf v$. At most three numbers can be learned. Three directions distinct modulo $180^\circ$ suffice. To see this, write the difference of two such curves as $c_0+c_1\cos2\theta+c_2\sin2\theta$. Multiplied by $\zeta=e^{2i\theta}$, it is a polynomial of degree at most two in $\zeta$. If it vanishes at three distinct values of $\zeta$, all its coefficients vanish.

To find what is missing, let a symmetric matrix $D$ be added to $G$ without changing any reading in the plane. Then $D_{uu}=D_{vv}=D_{uv}=0$. With $\mathbf m$ the unit normal, the remaining entries are collected by
\begin{equation}
D=\mathbf m\mathbf l^T+\mathbf l\mathbf m^T,\qquad
\mathbf l=D_{um}\mathbf u+D_{vm}\mathbf v+\tfrac12D_{mm}\mathbf m .
\end{equation}
The half is needed because the $mm$ entry of $D$ is $2\,\mathbf l\cdot\mathbf m$. The vector $\mathbf l$ is arbitrary, so three combinations are unseen and the rank is $6-3=3$.

For a second plane with normal $\mathbf m_2$, the same $D$ must satisfy
\begin{equation}
\mathbf x^TD\mathbf x=2(\mathbf m_1\cdot\mathbf x)(\mathbf l\cdot\mathbf x)=0
\end{equation}
for every $\mathbf x$ in that plane. Away from the line shared by the planes the first factor is nonzero, so the second vanishes there, and by continuity on the line too. Hence $\mathbf l=c\,\mathbf m_2$: one combination is unseen and the rank is five. In a third distinct plane, each of $\mathbf m_1\cdot\mathbf x$ and $\mathbf m_2\cdot\mathbf x$ vanishes on one line. A vector off both lines forces $c=0$, and the rank is six. The argument holds even if all three planes share an axis.

An ideal $P_{b1}$ centre has a mirror plane. Reflection removes the two off-diagonal components that couple the mirror normal to the plane, leaving four unknowns. A scan in the mirror plane finds three and misses the component along the normal. For a mirror normal along $[1\bar10]$, a scan in the interface plane finds two, because its cross term vanishes by symmetry. Since no plane gives more than three numbers for one site, one plane is insufficient here too.

Lines of other symmetry-related sites can replace a remount if they are resolved and assigned. A site with tensor $RGR^T$ gives $y=(R^T\mathbf n)^TG(R^T\mathbf n)$, so it reads $G$ in the plane obtained by applying $R^T$ to the scan plane. In a $(1\bar10)$ scan the sites together cover the planes $(1\bar10)$ and $(110)$, provided that sites turned by $90^\circ$ about the interface normal are present, as on an interface with both terrace orientations. The sites of one terrace orientation alone cover only $(1\bar10)$ and leave one of the four unknowns unseen. Assume that both orientations are present. The one combination still unseen couples the two normals, and the mirror sets it to zero, so all four unknowns are found. An interface scan gains nothing in this way, because the symmetry operations map that plane onto itself.

\section{Least squares and its error}

Stack the rows $\mathbf a(\mathbf n_k)$ into a matrix $A$. Minimizing $|A\mathbf p-\mathbf y|^2$ gives $A^TA\mathbf p=A^T\mathbf y$. For the three coordinate planes, take $N\ge3$ equally spaced angles over $180^\circ$ in each. The needed products are
\begin{align}
\cos^4\theta&=\tfrac38+\tfrac12\cos2\theta+\tfrac18\cos4\theta,\\
\sin^2\theta\cos^2\theta&=\tfrac18-\tfrac18\cos4\theta,\\
\cos^3\theta\sin\theta&=\tfrac14\sin2\theta+\tfrac18\sin4\theta .
\end{align}
The oscillating terms sum to zero for $N\ge3$, and the same holds with sine and cosine exchanged. Each diagonal component appears in two planes and contributes $2(3N/8)=3N/4$ to the diagonal of $A^TA$. Two different diagonal components share one plane and contribute $N/8$. Each off-diagonal component appears in one plane with coefficient $2\sin\theta\cos\theta$ and contributes $4(N/8)=N/2$. Therefore
\begin{equation}
A^TA=N\left[\tfrac18(5I+J)\oplus\tfrac12I\right],
\end{equation}
where $J$ is the $3\times3$ matrix of ones. To invert the first block, try $\alpha I+\beta J$. Since $J^2=3J$, the conditions are $5\alpha/8=1$ and $\alpha+8\beta=0$, so $\alpha=8/5$ and $\beta=-1/5$.

For independent errors of standard deviation $\sigma_y$, the covariance is $\sigma_y^2(A^TA)^{-1}$:
\begin{align}
\operatorname{var}G_{xx}&=\frac{7\sigma_y^2}{5N},&
\operatorname{cov}(G_{xx},G_{yy})&=-\frac{\sigma_y^2}{5N},\\
\operatorname{var}G_{xy}&=\frac{2\sigma_y^2}{N}, &&
\end{align}
and likewise for the other components. From $y\propto B^{-2}$, a field error $\sigma_B$ gives $\sigma_y=2y\sigma_B/B$ to first order. The field varies by about $0.2\%$ in the example, so equal weights are adequate.

For the principal values, expand $(G+\delta G)(\mathbf v_i+\delta\mathbf v_i)=(\lambda_i+\delta\lambda_i)(\mathbf v_i+\delta\mathbf v_i)$ to first order. Projection on $\mathbf v_i$ gives $\delta\lambda_i=\mathbf v_i^T\delta G\mathbf v_i$. Projection on another eigenvector $\mathbf v_j$ gives the axis rotation. With $g_i=\sqrt{\lambda_i}$,
\begin{equation}
\delta g_i=\frac{\mathbf v_i^T\delta G\mathbf v_i}{2g_i},\qquad
\mathbf v_j\cdot\delta\mathbf v_i=
\frac{\mathbf v_j^T\delta G\mathbf v_i}{\lambda_i-\lambda_j}.
\label{eq:pert}
\end{equation}
Nearly equal eigenvalues leave the principal values well determined but make their axes uncertain. The axis formula fails when the error in $G$ is comparable with the gap.

\section{Pseudocode, cost and stability}

\begin{verbatim}
input: E, sigma_B, directions n[k], fields B[k]
for each reading k:
    y[k] = (E / (mu_B * B[k]))^2
    A[k] = [nx^2, ny^2, nz^2, 2ny*nz, 2nz*nx, 2nx*ny]
U, s, V = singular value decomposition of A
sigma_y = 2 * mean(y) * sigma_B / mean(B)
if rank(A) < 6 or sigma_y/min(s) is too large:
    report the unseen combination; request a plane
p = least-squares solution of A p = y
C = sigma_y^2 * inverse(A^T A)
G = symmetric matrix built from p
lambda, v = eigenvalues, eigenvectors of G
g[i] = sqrt(lambda[i]); propagate C to g and v
compare all site lines along [111] with prediction
\end{verbatim}

For $M$ readings the work grows as $M$ times the square of six, and storage as $6M$. The computation is negligible; the real cost is the extra mounting.

The eigenvalues of $A^TA/N$ are $5/8$ twice, $1$ once and $1/2$ three times. The condition number of $A$ is therefore $\sqrt{1/(1/2)}=1.414$. Three planes sharing the $z$ axis and spaced by $60^\circ$ also have rank six, with condition number 2.09 for the same number of angles. If two planes approach each other, the smallest singular value $s_{\min}$ tends to zero, because the limiting rank is five. The error $\sigma_y/s_{\min}$ of the weakest combination is more informative than a bare rank count, since small angle errors can turn a zero singular value into a small nonzero one.

\section{Worked example}

The model has principal values 2.002, 2.006 and 2.007. Its low-$g$ axis lies $35^\circ$ from the interface normal at azimuth $50^\circ$, and the other two axes are twisted by $10^\circ$ about it. The photon energy is $1.5\times10^{-4}$ eV. There are 18 angles in each coordinate plane, 54 readings in all, with a field error of 0.020 mT. The fields come from diagonalizing the spin Hamiltonian with a non-symmetric $g$, and random errors are then added. Without noise they run from 1291.4 to 1294.0 mT.

With $y\simeq4.02$ and $B\simeq1293$ mT,
\begin{align}
\sigma_y&\simeq\frac{2(4.02)(0.020)}{1293}=1.24\times10^{-4},\\
\sigma(G_{xx})&=\sigma_y\sqrt{1.4/18}=3.5\times10^{-5},\\
\sigma(G_{xy})&=\sigma_y\sqrt{2/18}=4.1\times10^{-5}.
\end{align}
The fit gives
\begin{equation}
G=\begin{pmatrix}
4.02358&-0.00128&-0.00633\\
-0.00128&4.02200&-0.00694\\
-0.00633&-0.00694&4.01452
\end{pmatrix}.
\end{equation}
The largest deviation from the input is in $G_{zz}$, where 4.014518 replaces 4.014559, a difference of 1.2 standard errors. The rms residual of $y$ is $1.10\times10^{-4}$, close to the expected $1.24\times10^{-4}$.

The principal values are 2.00199, 2.00601 and 2.00700, each with a standard error of about $1.3\times10^{-5}$ or less. The fitted low-$g$ axis has polar angle $34.95^\circ$ and azimuth $50.03^\circ$. Its expected angular error is $0.16^\circ$, against $0.48^\circ$ and $0.47^\circ$ for the other axes. Equation (\ref{eq:pert}) explains the difference: the upper two eigenvalues differ by $2.007^2-2.006^2=0.0040$, whereas the lowest is separated from its neighbour by $2.006^2-2.002^2=0.0160$.

\section{Failure modes}

\subsection{One plane accepted as sufficient}

Suppose that only the interface plane was measured, so $\mathbf m=\mathbf z$. Choose $\mathbf l=(0.004,-0.004,0.003)$ and add $\mathbf m\mathbf l^T+\mathbf l\mathbf m^T$ to the true $G$. This raises $G_{zz}$ by 0.006, raises $G_{zx}$ by 0.004 and lowers $G_{yz}$ by 0.004. The principal values become 2.00246, 2.00599 and 2.00805. In the interface plane the computed fields differ by no more than $1.8\times10^{-12}$ mT, which is rounding error. In the other planes they differ by up to 1.28 mT, or 64 reading errors. Better precision in the first plane cannot separate the two tensors.

A solver that returns the minimum-norm solution hides the deficiency differently. It sets the unseen $G_{zz}$, $G_{yz}$ and $G_{zx}$ to zero, and hence gives a principal $g$ value of zero along $z$. Adding a guessed isotropic background would give a more plausible number, but no more information.

\subsection{Different sites joined in one fit}

Three planes supply nine curve coefficients for six unknowns. In coordinate planes, the three redundant coefficients compare diagonal components, each of which appears in two planes. Each off-diagonal component appears in one plane, so its sign has no cross-check.

The reflection $x\to-x$ relates the site to a partner with $G_{xy}$ and $G_{zx}$ reversed. A half-turn about $x$ is this reflection followed by inversion; since inversion leaves $G$ unchanged, the half-turn gives the same partner tensor and is used in the program. If the $xy$ scan follows this partner while the other scans follow the original site, the fit reverses $G_{xy}$ alone. With noise-free fields the largest residual is $3.6\times10^{-15}$, yet the principal values are 2.00219, 2.00537 and 2.00744. They are wrong because the determinant contains $2G_{yz}G_{zx}G_{xy}$, whose sign has changed. Reversing two off-diagonal signs would describe a genuine partner with the correct principal values.

A direction outside the three planes tests the assignment. Along $[111]$,
\begin{equation}
y=\tfrac13\operatorname{tr}G+\tfrac23(G_{yz}+G_{zx}+G_{xy}).
\end{equation}
Reversing $G_{xy}$ changes $y$ by $(4/3)(0.001273)=0.00170$. Since $|\delta B|=B|\delta y|/(2y)$, the shift is $1293(0.00170)/8.04=0.27$ mT. The largest mismatch between the ordered lines of all symmetry-related sites is likewise 0.274 mT. The whole set should be compared, because one unlabelled line may belong to another site. Reading the lines one by one requires that they be resolved, and the shift is smaller than the rough line width of 0.8 mT considered below.

\section{Comparison with a real interface}

The principal values are rounded numbers in the rough regime of $P_{b1}$ at (001) Si/SiO$_2$; the broken mirror symmetry is a model choice. Of the effects estimated here, unresolved lines give the largest error at the line width assumed below. This model has eight symmetry-related sites when both terrace orientations of the interface are present. For a rough line width of 0.8 mT, $96\%$ of the readings have another distinct line within one width. This high fraction comes from the broken mirror of the model, which places a near-twin beside almost every line; with the mirror intact (azimuth $45^\circ$, no twist) it is $44\%$. If each reading is replaced by the mean field of all site lines within that width, the largest error in a principal $g$ value is $3.2\times10^{-4}$, about 25 times the random error. This figure is sensitive to the inputs: it falls to about $8\times10^{-5}$ for a width of 0.3 mT, and to $1.4\times10^{-4}$ at 0.8 mT for an intact mirror with principal values 2.0022, 2.0058 and 2.00735. The assumed 0.020 mT precision is therefore optimistic for lines read one by one. A natural extension is to fit the full spectrum with all sites related by symmetry. At this interface the fit must also include the lines of $P_{b0}$ centres, another type of silicon dangling bond, where they are present.

Mounting also matters. Errors of $0.5^\circ$ about each axis, chosen independently in sign for each plane, change a principal $g$ value by up to $7.8\times10^{-5}$ among the sign combinations examined. This exceeds the random error. Because the misorientation is shared by all readings of one mounting, more readings at the same mountings would not average it away.

Two further effects should be compared with the reading error. A rough isotropic $^{29}$Si splitting of 15 mT shifts the mean position of the hyperfine pair by 0.044 mT in second order, about twice that error; the central line from centres without a nuclear spin has no such shift. At a rough density of $10^{12}$ cm$^{-2}$, a neighbour at the typical spacing of 10 nm produces a dipolar field of up to about 0.002 mT (on the dipole axis; half of that sideways), at most a tenth of the reading error. If the defects are placed at random, however, the mean distance to the nearest neighbour is only 5 nm. Since the field falls as the inverse cube of distance, it is then eight times larger, up to about 0.015 mT. At 20 K the spin polarization is only 0.04, so neighbouring spins point either way almost equally often. Their dipolar fields therefore mainly broaden the line and hardly move its centre. The polarization also affects the signal strength, but it does not enter the resonance condition (\ref{eq:y}). The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
photon energy: 1.50e-04 eV
angles per plane: 18; readings: 54
reading error: 0.020 mT
input principal g (dimensionless): [2.002 2.006 2.007]
input low-g axis polar, azimuth, twist (deg): [35. 50. 10.]
site field range: 1291.383 to 1294.015 mT
ranks for 1, 2, 3 planes: 3 5 6
mirror case: unknowns, rank mirror plane, rank interface: 4 3 2
condition number, coordinate planes: 1.4142
condition number, planes sharing z: 2.0915
error of one squared g: 1.24e-04 (dimensionless)
component: true, fitted, standard error (dimensionless)
  Gxx: 4.023560, 4.023580, 3.5e-05
  Gyy: 4.021970, 4.021996, 3.5e-05
  Gzz: 4.014559, 4.014518, 3.5e-05
  Gyz: -0.006918, -0.006943, 4.1e-05
  Gzx: -0.006319, -0.006325, 4.1e-05
  Gxy: -0.001273, -0.001283, 4.1e-05
rms residual of squared g: 1.10e-04 (dimensionless)
principal g: fitted, standard error; axis error (deg)
  2.001989, 1.2e-05; 0.16
  2.006009, 1.2e-05; 0.48
  2.007004, 1.3e-05; 0.47
fitted low-g axis: polar 34.95, azimuth 50.03 deg
vector l of the twin tensor (dimensionless): [ 0.004 -0.004  0.003]
twin tensor principal g: [2.00246 2.00599 2.00805]
twin largest shift, interface plane: 1.8e-12 mT
twin largest shift, other planes: 1.283 mT
one-plane minimum-norm Gzz: 0.0e+00 (dimensionless)
wrong-site fit principal g: [2.00219 2.00537 2.00744]
wrong-site largest residual of squared g: 3.6e-15
wrong-site mismatch along [111]: 0.274 mT
rough line width: 0.80 mT
readings with another line within a width: 96 %
principal g error if such lines merge: 3.2e-04
mounting error per axis: 0.5 deg; worst principal g error: 7.8e-05
rough 29Si splitting: 15 mT; second-order shift: 0.044 mT
rough defect density: 1e+12 cm^-2; spacing: 10.0 nm
dipolar field of one neighbour: 0.0019 mT
spin polarization at 20 K: 0.0435
\end{verbatim}
